\section*{Electromigration Flux Divergence from a Temperature Gradient in a Metal Line, part 2}

An electric current in a metal line drags atoms along. Even if the current density and the number of atoms per unit volume $C$ are uniform, atoms can be lost in one place and collect in another when the temperature $T$ varies along the current.

The force on an atom is
\begin{equation}
\mathbf F=Z^*e\rho\,\mathbf j ,
\label{eq:force}
\end{equation}
where $e>0$ is the elementary charge, $\rho$ the resistivity, $\mathbf j$ the conventional current density and $Z^*$ the signed effective charge number. For $Z^*<0$ the force is along the electron flow. The drift speed is $v\simeq DF/(kT)$, with $k$ Boltzmann's constant and diffusivity $D=D_0e^{-E/kT}$, where $E$ is the activation energy. The atomic flux is $\mathbf J=C\mathbf v$.

For constant $D_0$, $E$ and $Z^*$, the fractional change of flux per kelvin is
\begin{equation}
\beta(T)\equiv\left(\frac{\partial\ln|J|}{\partial T}\right)_{C,j}
=\frac{E}{kT^2}-\frac1T+\frac1\rho\frac{d\rho}{dT}.
\label{eq:beta}
\end{equation}
With uniform $C$ and a steady current,
\begin{equation}
\boxed{\;\nabla\cdot\mathbf J=\beta(T)\,\mathbf J\cdot\nabla T\;}
\label{eq:div}
\end{equation}
A positive divergence means loss of atoms. Between temperatures $T_1$ and $T_2$, at the same $C$ and $j$, the flux ratio is
\begin{equation}
\frac{J_2}{J_1}=\frac{T_1}{T_2}\,\frac{\rho_2}{\rho_1}
\exp\!\left[\frac Ek\left(\frac1{T_1}-\frac1{T_2}\right)\right].
\label{eq:ratio}
\end{equation}

Some earlier results reappear in the final list of calculated quantities. They use $E=0.9$ eV. At constant resistivity the flux would peak at $kT=E$, or 10\,444 K. With $\rho=4\ \mu\Omega\,$cm at 573 K and a slope of $0.0065\ \mu\Omega\,$cm/K, a constant $Z^*$ gives $\beta=0.0289\ \mathrm{K^{-1}}$ at 600 K. If the force comes only from scattered electrons (a pure wind), $Z^*\rho$ is constant and $\beta=0.0273\ \mathrm{K^{-1}}$. A direct charge number of $+1$, with a wind that makes $Z^*=-1$ at 573 K, gives $0.0256\ \mathrm{K^{-1}}$.

\section{A self-heated line in a low-k dielectric}

\textbf{Q.} Before the numbers, what exactly are we carrying over?

\textbf{A.} The atomic flux $\mathbf J$, driven by the current density $\mathbf j$, obeys
\begin{equation}
\nabla\cdot\mathbf J=\beta\,\mathbf J\cdot\nabla T,\qquad
\beta=\frac E{kT^2}-\frac1T+\frac{\rho'}\rho .
\end{equation}
Here $E$ is the activation energy of the diffusivity $D=D_0e^{-E/kT}$, $\rho$ is the resistivity and $\rho'=d\rho/dT$. The atomic concentration $C$ is initially uniform, and the effective charge number $Z^*$ is constant. The drift speed is $v=DF/(kT)$, with force $F=Z^*e\rho j$. A positive divergence means loss of atoms.

From here on $x$ runs along the electron flow, from the cathode end at $x=0$ to the anode end at $x=L$. The conventional current then points toward $-x$. With $Z^*=-1$ the force and the flux point toward $+x$, and $j$ will denote the magnitude of the current density.

\textbf{Q.} Where does the temperature gradient come from, and what has the dielectric to do with it?

\textbf{A.} The current heats the line, and most of the heat must leave through the surrounding insulator. Materials chosen for low permittivity, the ``low-k'' dielectrics, are often porous and conduct heat poorly. The ends of the line, where vias connect it to other metal, are assumed here to be cooled better.

Let $A$ be the cross-section, $\kappa_m$ the thermal conductivity of the metal and $\theta=T-T_0$ the rise above the end temperature, which is also that of the surroundings. The line loses heat $G\theta$ per unit length, with $G=S\kappa_d$. Here $\kappa_d$ is the thermal conductivity of the dielectric and $S$ is a geometrical factor. A slice of line gains $\kappa_mA\theta''$ by conduction and $j^2\rho A$ by Joule heating, so in the steady state
\begin{equation}
\kappa_mA\theta''-G\theta+j^2(\rho_0+\rho'\theta)A=0 .
\end{equation}
The resistivity has been taken as linear, with value $\rho_0$ at $T_0$. Divide by $\kappa_mA$ and collect the terms in $\theta$:
\begin{equation}
\theta''-\frac{\theta-\theta_\infty}{\lambda^2}=0,\quad
\frac1{\lambda^2}=\frac G{\kappa_mA}-\frac{j^2\rho'}{\kappa_m},\quad
\theta_\infty=\frac{j^2\rho_0\lambda^2}{\kappa_m}.
\label{eq:heat}
\end{equation}
This form requires $1/\lambda^2>0$. Otherwise, in a long line, the extra heating per kelvin exceeds the extra heat loss, and no steady plateau exists.

The difference $\theta-\theta_\infty$ obeys $\phi''=\phi/\lambda^2$. The solution symmetric about the middle is a hyperbolic cosine, and $\theta(0)=0$ fixes its amplitude:
\begin{equation}
\theta=\theta_\infty\left[1-\frac{\cosh((x-L/2)/\lambda)}{\cosh(L/2\lambda)}\right].
\end{equation}
Differentiating at $x=0$ gives the gradient at the cathode end,
\begin{equation}
\theta'(0)=\frac{\theta_\infty}\lambda\tanh\frac L{2\lambda}
=\frac{j^2\rho_0\lambda}{\kappa_m}\tanh\frac L{2\lambda}.
\label{eq:endgrad}
\end{equation}

\textbf{Q.} Give me a definite line.

\textbf{A.} Let it be 1 $\mu$m wide, 1 $\mu$m high and 300 $\mu$m long, with ends at 573 K and $j=2\ \mathrm{MA/cm^2}$. Take $\rho_0=4\ \mu\Omega\,$cm, a slope of $0.0065\ \mu\Omega\,$cm/K, $E=0.9$ eV, $D_0=10^{-5}\ \mathrm{cm^2/s}$ and $C=8\times10^{22}\ \mathrm{cm^{-3}}$. The Wiedemann--Franz law gives $\kappa_m=350$ W/(m\,K). For the dielectric take $\kappa_d=0.3$ W/(m\,K) and $S=1.5$, so $G=0.45$ W/(m\,K). Then
\begin{align}
\frac1{\lambda^2}&=\frac{0.45}{350\times10^{-12}}-\frac{(2\times10^{10})^2(6.5\times10^{-11})}{350}\nonumber\\
&=(1.286-0.074)\times10^9\ \mathrm{m^{-2}} ,
\end{align}
so $\lambda=28.7\ \mu$m and $\theta_\infty=37.7$ K. The middle of the line is at 610 K, and the end gradient is $37.7/28.7=1.31$ K/$\mu$m.

\textbf{Q.} Would an ordinary oxide really make a difference?

\textbf{A.} Hold the current, end temperature, geometry and $S$ fixed, and change $\kappa_d$ to 1.4 W/(m\,K). Then $\lambda$ falls to 13.0 $\mu$m, $\theta_\infty$ to 7.7 K and the end gradient to 0.594 K/$\mu$m. For a long line the end gradient is proportional to $\lambda$. Without the resistivity feedback it would vary as $\kappa_d^{-1/2}$, a ratio of $\sqrt{1.4/0.3}=2.16$. The feedback raises this to 2.21. The peak depletion rate is also larger by a factor of 2.2 in the low-k case.

\textbf{Q.} Now the atoms. Show me the divergence at one point.

\textbf{A.} Choose $x=10\ \mu$m. The temperature there is 584.1 K and its gradient is 0.927 K/$\mu$m. The three parts of $\beta$ are
\begin{equation}
\beta=0.03061-0.00171+0.00160=0.0305\ \mathrm{K^{-1}} .
\end{equation}
The last two nearly cancel, since this resistivity is almost proportional to $T$. The drift speed is 1.00 nm/h and the atomic flux is $2.22\times10^{12}\ \mathrm{cm^{-2}s^{-1}}$. With the gradient written as 9273 K/cm,
\begin{align}
\nabla\cdot\mathbf J&=(0.0305)(2.22\times10^{12})(9273)\nonumber\\
&=6.28\times10^{14}\ \mathrm{cm^{-3}s^{-1}} .
\end{align}
Multiplying by 3600 s and dividing by $C$ gives a fractional loss of $2.8\times10^{-5}$ per hour. As a test, the flux was differenced directly along a numerical solution of the heat balance, 10 $\mu$m from each end. It agreed with the formula within one part in $10^3$, with loss near the cathode and gain near the anode.

\textbf{Q.} The gradient is steepest at the very end. Is the loss greatest there too?

\textbf{A.} Almost. The peak lies at $x=1.6\ \mu$m. Moving inward, the gradient falls but the flux rises with temperature, and at first the rise in flux slightly wins. The peak exceeds the end value by only 0.2\%, so its position is sensitive to the heating. For $S=2$, or for the oxide, it lies at the end itself. For $S=1$ it lies near 15 $\mu$m, 13\% above the end value.

\textbf{Q.} A via may stop atoms altogether. Does that not swamp your thermal effect?

\textbf{A.} At the end itself, yes, because a blocked end concentrates its whole loss at one plane. Compare the totals. The drift speed is 0.71 nm/h at the end and 2.15 nm/h in the middle. A blocked cathode end fails to supply 0.71 nm/h. The temperature rise adds a deficit of $2.15-0.71=1.44$ nm/h, spread over the cathode half. For these parameters the thermal part is the larger in total, but it is much less concentrated. The order depends on the heating: with $S=3$ the thermal deficit is 0.75 of the end deficit, and with the oxide it is 0.27.

\textbf{Q.} In a confined line, missing atoms create tension, which should pull atoms back. When does that spoil the result?

\textbf{A.} Let $\sigma$ be the tensile stress, $\Omega=1/C$ the atomic volume and $B$ an effective modulus. Tension lowers the chemical potential of an atom by $\Omega\sigma$, so its gradient adds a force $\Omega\,\partial\sigma/\partial x$. A fractional loss of atoms raises the tension by $B$ times that loss. Together,
\begin{equation}
\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x},\qquad
J=\frac{CD}{kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).
\label{eq:stress}
\end{equation}
Since $C\Omega=1$, stress spreads with diffusivity $D_\sigma=B\Omega D/(kT)$. For $B=10$ GPa the initial rate at 10 $\mu$m is $10^4\ \mathrm{MPa}\times2.83\times10^{-5}\ \mathrm{h^{-1}}=0.283$ MPa/h.

Equation~(\ref{eq:stress}) was solved for the whole line with blocked ends, starting without stress, in cells 0.4 $\mu$m long. At 10 $\mu$m the tension was 0.28 MPa after 1 h, 2.98 MPa after 10 h and 53 MPa after 100 h. Finer cells and time steps change the 10 h value to 2.96 MPa and leave the other two unchanged. The initial rate alone predicts 0.28, 2.8 and 28 MPa. It is thus good to about 5\% at 10 h and wrong by nearly a factor of two at 100 h.

\textbf{Q.} Why does the stress grow faster than predicted, if stress opposes the flow?

\textbf{A.} The blocked end is under greater tension: 31 MPa after 10 h and 116 MPa after 100 h in the first cell. It draws atoms out of the neighbouring metal, including the metal at 10 $\mu$m: an isothermal blocked line at 573 K reaches 26 MPa there after 100 h, about the excess over the predicted 28 MPa. At the temperature there, $D_\sigma$ is about $2.7\times10^{-16}\ \mathrm{m^2/s}$, and $\sqrt{D_\sigma t}$ reaches 10 $\mu$m at about 100 h. The concentration itself has changed by only $53/10^4$, about half a percent. What fails first is the neglect of the stress force, not the numerical uniformity of $C$. At the end plane itself the blocking dominates: of 118 MPa after 100 h, an isothermal line at 573 K already gives 96 MPa. Two effects were left out of this run. If the vacancies follow the stress, $D$ gains a factor $e^{\Omega\sigma/kT}$, which raises the 100 h values from 53 to 54 MPa at 10 $\mu$m and from 118 to 121 MPa at the end plane. Uneven heating of a confined line also creates stress of its own: a misfit $-3B\,\Delta\alpha\,\theta$ with an expansion mismatch $\Delta\alpha=14\times10^{-6}\ \mathrm{K^{-1}}$ starts the point at 10 $\mu$m at $-4.7$ MPa, leaves the later increase there nearly the same (3.0 and 52 MPa), and lowers the end value to about 114 MPa. The model lets the tension grow without a void or plastic flow, so it holds only until the real line relieves the stress in one of these ways.

\textbf{Q.} You also left out atoms driven by the temperature gradient itself.

\textbf{A.} That thermomigration flux is
\begin{equation}
J_{\rm th}=-\frac{CDQ^*}{kT^2}\frac{dT}{dx},
\end{equation}
where $Q^*$ is the heat of transport. Its sign and size depend on the metal; take $+0.1$ eV as a rough size. At 10 $\mu$m the flux is then $-0.195$ times the electromigration flux. The effect on the divergence is different. Because $dD/dT=DE/(kT^2)$,
\begin{equation}
\frac{dJ_{\rm th}}{dx}=-\frac{CDQ^*}{kT^2}
\left[T''+\left(\frac E{kT^2}-\frac2T\right)(T')^2\right].
\end{equation}
On the way to the plateau $T''<0$, while the second term is positive, so they partly cancel. At 10 $\mu$m thermomigration adds 7\% to the electromigration divergence. Its largest magnitude in the cathode half is 11\% of the peak electromigration divergence. Both percentages scale with $Q^*$. At a blocked end it is the flux that counts. There the thermomigration flux is $-0.29$ times the electromigration flux, and including it lowers the tension at the end plane after 100 h from 118 to 94 MPa.

\textbf{Q.} Are there weak points in the heat calculation?

\textbf{A.} One that matters is the assumed $S=1.5$. For this cross-section with a heat sink 2 $\mu$m below, $S$ is about 3 for an isolated buried line and about 1 for an array of heated lines at 2 $\mu$m pitch. Over that range the mid-line rise goes from 18 to 57 K and the end gradient from 0.92 to 1.63 K/$\mu$m. The smaller ones are these. Thomson heat, for a coefficient of about 2 $\mu$V/K, is 0.3\% of the Joule heat at the end. For the same temperature gradient, a strip of dielectric 2 $\mu$m wide and 2 $\mu$m thick carries 0.3\% of the heat that flows along the metal. The temperature drop inside the line is below 0.1\% of the rise: about 0.01\% if all four faces are cooled and 0.06\% if only the bottom face is. Letting $\kappa_m$ follow $T/\rho$ changes it by about 0.4\% between the end and the middle.

\textbf{Q.} And how close is all this to a real interconnect?

\textbf{A.} The parameters are round values meant to resemble a wide upper-level line in a porous low-k dielectric, in an accelerated test near 300$\,^\circ$C. They do not describe a particular metal. The assumption most open to doubt is that the ends are perfect heat sinks. Real vias have thermal resistance and generate heat. Suppose the ends warm by half of $\theta_\infty$, or 19 K. For a long line the end gradient is halved, but by the flux ratio the end flux rises by a factor of 1.78, and $\beta$ falls by a factor of 0.94. The divergence at the end becomes $0.5\times1.78\times0.94=0.84$ of its former value. The comparison of totals is more sensitive: the thermal deficit falls from 2.0 to 0.71 of the end deficit, and the order reverses once the ends warm by about 14 K. If the vias are hotter than the plateau, the gradient changes sign, and the thermal term then gives gain near the cathode and loss near the anode. A real line also has grains and interfaces. If $D_0$ varies along it, $\nabla\cdot\mathbf J$ gains $\mathbf J\cdot\nabla\ln D_0$. At the cathode end $\beta T'=0.0317\times1.31=0.042\ \mu\mathrm m^{-1}$, so a 4\% change of $D_0$ per micrometre matters as much as the temperature gradient.

\textbf{Q.} Would a narrow line behave in the same way?

\textbf{A.} The heating is much weaker at the same current density. Reduce both width and height to 0.1 $\mu$m, and hold $G$, $\rho$ and $\kappa_m$ fixed. The area falls by a factor of 100. Neglecting the small feedback, $\theta_\infty=j^2\rho_0A/G$ falls to about 0.4 K. Since $\lambda\propto\sqrt A$, the end gradient falls by a factor of about ten. With $D_0$ fixed the loss rate falls by the same factor. If the atoms move along an interface, however, the diffusivity averaged over the section varies inversely with the height, the flux is ten times larger, and the peak fractional loss rate is almost unchanged. In either case the thermal deficit is only about 1\% of the deficit at a blocked end. Fixed $G$ is itself an assumption: for an isolated line 2 $\mu$m above the sink, $S$ would fall from about 3 to about 1.5.

\textbf{Q.} Finally, does the accelerated test exaggerate the effect, compared with a temperature of use?

\textbf{A.} It exaggerates the rate but not the fractional sensitivity. At 378 K, $\beta=0.073\ \mathrm{K^{-1}}$, against $0.032\ \mathrm{K^{-1}}$ at 573 K. For the same current density, however, the flux ratio gives a flux about $10^4$ times smaller at 378 K, if $E$ and the linear resistivity law hold over that range. For equal gradients the divergence is therefore smaller by a factor of about 5000. The same line with its ends at 378 K, and $\kappa_m$ again from the Wiedemann--Franz law, has an end gradient of 0.91 K/$\mu$m. Its peak lies near 14 $\mu$m and is smaller by a factor of about 6000, and the thermomigration flux at the end grows to $-0.44$ times the electromigration flux. A given temperature difference distorts the flux pattern more strongly in use, but the atoms move far more slowly. The numerical output below lists the values for this line.

\section*{Calculated quantities}
\begin{verbatim}
End temperature: 573 K
Activation energy: 0.9 eV
Diffusion prefactor: 1e-05 cm2/s
Atomic concentration: 8e+22 cm^-3
Effective charge number: -1
Resistivity at end: 4 uohm cm
Resistivity slope: 0.0065 uohm cm/K
Current density: 2 MA/cm2
Line width and height: 1 um
Line length: 300 um
Metal heat conductivity: 350 W/(m K)
Low-k heat conductivity: 0.3 W/(m K)
Oxide-like heat conductivity: 1.4 W/(m K)
Heat-loss shape factor: 1.5
Low-k thermal decay length: 28.73 um
Low-k long-line rise: 37.74 K
Low-k mid-line temperature: 610.33 K
Low-k end gradient: 1.313 K/um
Oxide-like decay length: 12.99 um
Oxide-like long-line rise: 7.715 K
Oxide-like end gradient: 0.5939 K/um
Peak depletion, low-k/oxide-like: 2.2154
Peak depletion position, low-k: 1.6 um
Station from cathode end: 10 um
Station temperature: 584.09 K
Station gradient: 0.9273 K/um
Station E/(kT^2): 0.030613 1/K
Station -1/T: -0.0017121 1/K
Station resistivity term: 0.0015962 1/K
Station beta: 0.030497 1/K
Station atomic flux: 2.221e+12 cm^-2 s^-1
Station flux divergence: 6.281e+14 cm^-3 s^-1
Station fractional loss rate: 2.826e-05 1/h
End drift speed: 0.7079 nm/h
Station drift speed: 0.9994 nm/h
Mid-line drift speed: 2.149 nm/h
Mid-line/end flux ratio: 3.036
Beta at 573 K end: 0.03169 1/K
Temperature of use: 378 K
Beta at temperature of use: 0.072828 1/K
Constant-rho flux peak: 10444 K
Pure-wind beta at 600 K: 0.027345 1/K
Direct +1 plus wind beta at 600 K: 0.025645 1/K
Constant-charge beta at 600 K: 0.028901 1/K
Heat of transport, rough size: 0.1 eV
Thermo/electro flux at station: -0.195
Thermo/electro divergence there: 0.0662
Largest thermo/peak electro divergence: 0.108
Effective modulus: 10 GPa
Initial station stress rate: 0.2826 MPa/h
Stress after 1 h, station and cathode end: 0.2825, 7.819 MPa
Stress after 10 h, station and cathode end: 2.977, 30.63 MPa
Stress after 100 h, station and cathode end: 53.26, 116.1 MPa
Mid-line rise, variable conductivity: 37.32 K
Thomson/Joule heat at end: 0.0033
Dielectric/metal axial heat flow: 0.0034
Temperature drop inside line/rise: 0.0013
\end{verbatim}
